# Soliton energy and loss of commensurability in a chain on a substrate, part 1

(Sections cited here and not found follow in the second part.)

## First half: the soliton and the critical misfit

An elastic chain that rests on a periodic substrate can follow the substrate's period or keep its own. Let \(\phi(x)\) be the phase of the chain relative to the substrate, defined so that \(\phi\) grows by \(2\pi\) when the chain slips forward by one substrate period. In the continuum limit and at zero temperature the energy is

\[
E=\int dx\left[\frac K2(\phi'-\delta)^2+V(1-\cos\phi)\right],\qquad K,V>0. \tag{1}
\]

The chain then has localized slips, called solitons, in which the phase advances by \(2\pi\). At zero misfit one soliton costs

\[
E_s=8\sqrt{KV}, \tag{2}
\]

and the locked, commensurate state has the lowest energy of a long chain as long as the misfit \(|\delta|\) is below

\[
\delta_c=\frac4\pi\sqrt{\frac VK}. \tag{3}
\]

Beyond \(\delta_c\) a state with a finite density of solitons is lower. Here \(K\) is an energy times a length, \(V\) is an energy per length, and \(\delta\) is the phase gradient that the chain would adopt if the substrate were flat. The numerical factors belong to these conventions. The stiffness multiplies half the squared gradient, and \(V\) is the amplitude of the cosine, so that the substrate energy density varies between 0 and \(2V\). No constant of nature enters the algebra, which therefore reads the same in atomic units as in any other consistent system.

The energy (1) comes from a row of beads joined by springs. Let bead \(n\) sit at \(x_n\), let the springs have constant \(g\) and natural length \(b\), and let the substrate have period \(a\) and a barrier \(U\) per bead:

\[
E=\sum_n\left[\frac g2(x_{n+1}-x_n-b)^2+\frac U2\left(1-\cos\frac{2\pi x_n}{a}\right)\right]. \tag{4}
\]

In the locked state every bead lies in a minimum, \(x_n=na\). Departures from it are described by

\[
x_n=na+\frac{a}{2\pi}\phi_n ,\qquad b=(1+f)a ,
\]

where \(f\) is the strain misfit. The argument of the cosine becomes \(2\pi n+\phi_n\), and the \(2\pi n\) drops out. The extension of a spring is

\[
x_{n+1}-x_n-b=\frac a{2\pi}\left(\phi_{n+1}-\phi_n-2\pi f\right).
\]

If the phase changes little from one bead to the next, it can be treated as a smooth function of the label coordinate \(x=na\), with \(\phi_{n+1}-\phi_n\simeq a\phi'\). The extension is then \((a^2/2\pi)(\phi'-2\pi f/a)\). Replacing the sum over beads by \(\int dx/a\) gives

\[
E=\int\frac{dx}{a}\left[\frac g2\,\frac{a^4}{4\pi^2}\left(\phi'-\frac{2\pi f}{a}\right)^2+\frac U2(1-\cos\phi)\right],
\]

and comparison with (1) yields

\[
K=\frac{ga^3}{4\pi^2},\qquad V=\frac U{2a},\qquad \delta=\frac{2\pi f}a. \tag{5}
\]

The coordinate \(x\) labels beads. Comparisons between states are therefore made at a fixed number of beads, while the actual length of the chain is free to change.

To see how the misfit acts, expand the square in (1):

\[
\frac K2(\phi'-\delta)^2=\frac K2\phi'^2-K\delta\,\phi'+\frac K2\delta^2 .
\]

The last term is the same for every configuration and is dropped from now on. This sets the energy of the locked state \(\phi=0\) to zero. The middle term is a total derivative and integrates to the ends of the chain. With \(\Phi\) for the total phase advance from the left end to the right end,

\[
E=E_0-K\delta\,\Phi,\qquad E_0=\int dx\left[\frac K2\phi'^2+V(1-\cos\phi)\right]. \tag{6}
\]

The misfit therefore exerts no force on the interior of the chain. It rewards net phase advance, at a rate \(K\delta\) per radian, and \(E_0\) is the price of that advance. The problem is reduced to finding the cheapest way of advancing the phase.

Small departures from the locked state do not help. To second order in \(\phi\), a wave of wavenumber \(q\) has an energy proportional to \(Kq^2+V\), which is positive for every \(q\) and does not contain \(\delta\). In its interior, the locked state is thus locally stable at any misfit. It can lose its place as the ground state to a configuration that differs from it by a finite amount, and the soliton is that configuration.

A stationary configuration of \(E_0\) obeys the Euler–Lagrange equation

\[
K\phi''=V\sin\phi. \tag{7}
\]

Multiply by \(\phi'\). The left side becomes the derivative of \(K\phi'^2/2\), and the right side becomes the derivative of \(-V\cos\phi\), so that

\[
\frac K2\phi'^2-V(1-\cos\phi)=C \tag{8}
\]

with a constant \(C\). An isolated soliton joins \(\phi=0\) far to the left to \(\phi=2\pi\) far to the right. Both terms on the left of (8) vanish there, hence \(C=0\). With \(1-\cos\phi=2\sin^2(\phi/2)\) and the positive root for a rising phase,

\[
\phi'=\frac2\ell\sin\frac\phi2,\qquad \ell=\sqrt{\frac KV}. \tag{9}
\]

This equation separates. The derivative of \(\ln\tan(\phi/4)\) with respect to \(\phi\) is

\[
\frac{1}{4\sin(\phi/4)\cos(\phi/4)}=\frac1{2\sin(\phi/2)},
\]

so (9) says that \(\ln\tan(\phi/4)\) grows at the rate \(1/\ell\). With the centre, where \(\phi=\pi\), placed at \(x=0\),

\[
\phi(x)=4\arctan e^{x/\ell}. \tag{10}
\]

The length \(\ell\) sets the width of the soliton. A stiff chain on a weak substrate makes a wide soliton, and the continuum description requires \(\ell\gg a\), because the phase must change little between neighbouring beads.

With \(C=0\), equation (8) states that the elastic and substrate energy densities are equal at each point. The energy density is therefore \(K\phi'^2\), and

\[
E_s=\int K\phi'^2\,dx=\int_0^{2\pi}K\phi'\,d\phi
=\frac{2K}\ell\int_0^{2\pi}\sin\frac\phi2\,d\phi=\frac{8K}\ell=8\sqrt{KV}.
\]

The integral of the sine is 4, and \(K/\ell=\sqrt{KV}\). This is equation (2). Its form can be understood without the profile. If the phase slips by \(2\pi\) over a length \(w\), the elastic energy is proportional to \(K/w\) and the substrate energy to \(Vw\). Their sum is smallest when \(w\) is of order \(\sqrt{K/V}\), where both are of order \(\sqrt{KV}\). The exact profile supplies the factor 8, half of it elastic and half from the substrate.

It remains to show that no other configuration buys phase advance more cheaply. For any real numbers \(A\) and \(B\), \(A^2+B^2\ge2|AB|\), because the difference is \((|A|-|B|)^2\). Take \(A=\sqrt{K/2}\,\phi'\) and \(B=\sqrt{2V}\sin(\phi/2)\). Then

\[
\frac K2\phi'^2+V(1-\cos\phi)\ \ge\ 2\sqrt{KV}\left|\sin\frac\phi2\right||\phi'| . \tag{11}
\]

Integrate along the chain. Each stretch over which the phase passes from one multiple of \(2\pi\) to the next contributes at least \(2\sqrt{KV}\times4\). Any motion back and forth adds to the right side, since \(|\phi'|\) is counted whichever way the phase moves. For a chain whose ends lie in substrate minima and whose phase advances by \(2\pi N\),

\[
E_0\ge8\sqrt{KV}\,|N|. \tag{12}
\]

For \(N=1\) the bound is reached by the profile (10), for which \(A=B\) everywhere. The soliton is thus the cheapest single slip. As a numerical test of the bound, 300 fields with one winding were built from smooth steps of random width with three random Gaussian bumps added to each. The lowest energy among them was \(8.013\sqrt{KV}\), just above the bound.

Insert (12) into (6) with \(\Phi=2\pi N\):

\[
E\ \ge\ 8\sqrt{KV}\,|N|-2\pi K\delta N\ \ge\ |N|\left(8\sqrt{KV}-2\pi K|\delta|\right). \tag{13}
\]

If the bracket is positive, every state with \(N\neq0\) lies above the locked state. If it is negative, a single soliton of the favoured sign already lowers the energy. The bracket vanishes at

\[
\delta_c=\frac{E_s}{2\pi K}=\frac{8\sqrt{KV}}{2\pi K}=\frac4\pi\sqrt{\frac VK},
\]

which is equation (3). The first form, \(\delta_c=E_s/2\pi K\), holds for any locking potential of period \(2\pi\) with a single lowest minimum per period, once its own soliton energy is inserted, because the inequality behind (12) can be repeated with \(V(1-\cos\phi)\) replaced by that potential.

The condition that the ends lie in minima is convenient but not essential in a long chain. The function \(F(\phi)=\int_0^\phi|\sin(u/2)|\,du\) grows by 4 in each period, so it differs from \(2\phi/\pi\) by a bounded periodic function. For arbitrary end phases, (11) therefore gives \(E_0\ge(4/\pi)\sqrt{KV}\,|\Phi|\) minus a constant that does not grow with the length. Compared with the reward \(K|\delta||\Phi|\), this leads to the same \(\delta_c\). Free ends shift the total energy by a fixed amount and leave the energy per length unaffected.

In the bead variables, (5) gives \(\sqrt{V/K}=(2\pi/a^2)\sqrt{U/2g}\). The critical strain misfit \(f_c=a\delta_c/2\pi\) and the soliton energy are

\[
f_c=\frac4{\pi a}\sqrt{\frac U{2g}},\qquad E_s=\frac{4a}\pi\sqrt{\frac{gU}2}=ga^2f_c. \tag{14}
\]

The last relation has a direct mechanical meaning. A locked chain with misfit \(f\) is held under a force \(gaf\). When one soliton enters from an end and stays inside the chain, the part between the soliton and that end moves by one period \(a\), and the force does the work \(ga^2f\). Locking is lost when this work pays for the soliton.

Some locked phases have a substrate term \(V(1-\cos p\phi)\) with an integer \(p>1\), as happens when the chain can lock at \(p\) equivalent phases within one turn. Put \(\theta=p\phi\). The elastic term becomes \((K/2p^2)(\theta'-p\delta)^2\), so the stiffness is \(K/p^2\) and the misfit is \(p\delta\). One soliton, now a phase step of \(2\pi/p\), costs \(8\sqrt{KV}/p\). The condition for the misfit reads \(p\delta_c=(4/\pi)\sqrt{Vp^2/K}\), and the factor \(p\) cancels: the critical gradient of \(\phi\) is again (3).

The threshold \(\delta_c\) compares energies. It does not say that a locked chain will unlock there, since solitons must first enter. Consider a long chain with a free right end and a phase that tends to zero far to the left. Let the end have phase \(\theta\), with \(0\le\theta\le2\pi\). By (11) the least energy \(E_0\) for this end phase is reached by a piece of the soliton profile, and the total is

\[
W(\theta)=2\sqrt{KV}\int_0^\theta\sin\frac\phi2\,d\phi-K\delta\theta
=4\sqrt{KV}\left(1-\cos\frac\theta2\right)-K\delta\theta. \tag{15}
\]

At \(\theta=2\pi\) this is \(8\sqrt{KV}-2\pi K\delta\), the net cost of a complete soliton. The end is in equilibrium when \(W'(\theta)=0\):

\[
\delta=\frac2\ell\sin\frac\theta2. \tag{16}
\]

For \(0<\delta<2/\ell\) there are two solutions. The one with \(\theta<\pi\) has \(W''=\sqrt{KV}\cos(\theta/2)>0\) and is a minimum: the end is slightly displaced and the rest of the chain is locked. The one with \(\theta>\pi\) is a maximum, the top of the barrier against entry of a soliton. The two merge at \(\theta=\pi\), and the barrier disappears at

\[
\delta_m=\frac2\ell=\frac\pi2\,\delta_c. \tag{17}
\]

Between \(\delta_c\) and \(\delta_m\) the locked chain is metastable. A numerical test on a discretized chain, in which the end phase was held at values from \(0.8\pi\) to \(1.2\pi\) and the force on the end was read off, gave a largest sustainable misfit of \(2.000/\ell\). An experiment at low temperature that raises the misfit slowly may thus find the locked state surviving up to \(\delta_m\), while one that lowers the misfit starts from a state that already contains solitons.

## Second half: the soliton lattice and a nanotube example

The chain has stiffness \(K\), substrate amplitude \(V\) and misfit \(\delta\), and its phase \(\phi\) rises by \(2\pi\) per slipped period. The width is \(\ell=\sqrt{K/V}\), one soliton costs \(E_s=8\sqrt{KV}\), and the locked state is lowest for \(|\delta|<\delta_c=E_s/2\pi K=(4/\pi)\sqrt{V/K}\). Measured from the locked state, a configuration with \(N\) windings has energy \(E_0-2\pi K\delta N\), where \(E_0\) is its energy at zero misfit. Stationary configurations obey \(K\phi'^2/2-V(1-\cos\phi)=C\). For beads with spring \(g\), period \(a\) and barrier \(U\), \(K=ga^3/4\pi^2\), \(V=U/2a\), and the strain misfit is \(f=a\delta/2\pi\).

Beyond \(\delta_c\) each added soliton lowers the energy, and what limits their number is their repulsion. The state that results follows from an extension of the earlier bound. Take \(\delta>0\); the opposite sign follows from \(\phi\to-\phi\). For any constant \(C\ge0\), the inequality \(A^2+B^2\ge2|AB|\) gives

\[
\frac K2\phi'^2+V(1-\cos\phi)+C\ \ge\ |\phi'|\sqrt{2K\left[C+V(1-\cos\phi)\right]} . \tag{18}
\]

Define the integral of the root over one period,

\[
J(C)=\int_0^{2\pi}\sqrt{2K\left[C+V(1-\cos\phi)\right]}\;d\phi. \tag{19}
\]

For a chain of length \(\Lambda\) with \(N\) windings, integration of (18) gives \(E_0\ge|N|J(C)-C\Lambda\), and therefore

\[
E\ \ge\ |N|J(C)-2\pi K\delta N-C\Lambda. \tag{20}
\]

The function \(J\) starts at \(J(0)=8\sqrt{KV}=2\pi K\delta_c\) and increases without limit. For \(\delta>\delta_c\) there is thus exactly one positive value of \(C\) with

\[
J(C)=2\pi K\delta. \tag{21}
\]

With this choice the first two terms of (20) cancel for \(N\ge0\) and have a positive sum for \(N<0\), so that \(E\ge-C\Lambda\) for every configuration. Equality requires equality in (18) at each point, which is the first integral with a rising phase. The ground state is therefore a periodic sequence of solitons, and its energy per length lies below that of the locked state by \(C\).

The integrals can be expressed through complete elliptic integrals. Since \(1-\cos\phi=2\sin^2(\phi/2)\), the first integral is \(\phi'^2=(4/\ell^2)[\sin^2(\phi/2)+C/2V]\). Define the modulus \(k\) by \(1+C/2V=1/k^2\), with \(0<k<1\). Then

\[
\phi'=\frac2{k\ell}\sqrt{1-k^2\cos^2(\phi/2)} . \tag{22}
\]

The spacing \(L\) of the solitons is the length over which the phase gains \(2\pi\). With \(u=\phi/2\),

the spacing becomes an elliptic integral, which remains to be evaluated before the soliton lattice is followed from threshold to large misfit and the results are applied to a nanotube example and to finite temperature. Established so far are the soliton energy \(E_s\), the critical misfit \(\delta_c\), the free-end limit \(\delta_m\) of the metastable locked state, and the periodic sequence of solitons as the ground state beyond \(\delta_c\).
